# The conduction-free derivative loss of a Debye process: a numerical check

```python
# Result under test: for one Debye process
#   eps* = eps' - i eps'' = eps_inf + strength/(1 + i x),  x = omega*tau,
# the derivative loss -(pi/2) d eps'/d ln(omega) equals pi*(eps'')^2/strength.
# It is taller and narrower than eps'' but has the same area over ln(omega).
# s = sigma*tau/eps0 is the reduced dc conductivity (its loss is s/x).
# Example: round values in the rough regime of a salt-doped supercooled
# monohydroxy alcohol. Internal calculations use SI units.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

pi = np.pi
strength, eps_inf, tau = 30.0, 3.0, 1e-3
sigma_cm = 1e-10
sigma = sigma_cm * 100
temperature, length, ion_density = 170.0, 100e-6, 1e25
eps_static = eps_inf + strength
s = sigma * tau / const.epsilon_0


def debye(x):
    return eps_inf + strength / (1 + 1j * x)


def loss(x):
    return -debye(x).imag


def derivative_loss(permittivity, x, h=0.01):
    """Five-point numerical derivative of the real part in ln(x)."""
    def real_part(shift):
        return np.real(permittivity(x * np.exp(shift)))
    slope = (8 * (real_part(h) - real_part(-h))
             - real_part(2 * h) + real_part(-2 * h)) / (12 * h)
    return -pi / 2 * slope


def central_loss(permittivity, x, h):
    """Derivative loss from the two neighbouring points of a log grid."""
    upper = np.real(permittivity(x * np.exp(h)))
    lower = np.real(permittivity(x * np.exp(-h)))
    return -pi / 2 * (upper - lower) / (2 * h)


def count_maxima(values):
    return int(np.sum((values[1:-1] > values[:-2])
                      & (values[1:-1] > values[2:])))


# Symbolic identity, starting from the complex permittivity
X, D = sp.symbols("X D", positive=True)
real_sym, imag_sym = (D / (1 + sp.I * X)).as_real_imag()
identity = -sp.pi / 2 * X * sp.diff(real_sym, X) - sp.pi * imag_sym**2 / D
assert sp.simplify(identity) == 0


# Permittivity measured from the current of the driven relaxation equation
def measured_permittivity(x, reduced_sigma):
    period = 2 * pi / x
    start = period * np.ceil(40 / period)
    times = start + period * np.arange(400) / 400
    solution = solve_ivp(
        lambda t, p: strength * np.cos(x * t) - p,
        (0, start + period), [0.0], t_eval=times,
        method="DOP853", rtol=1e-10, atol=1e-11)
    polarization_current = strength * np.cos(x * times) - solution.y[0]
    current = (reduced_sigma * np.cos(x * times)
               - eps_inf * x * np.sin(x * times) + polarization_current)
    real = -2 * np.mean(current * np.sin(x * times)) / x
    imag = 2 * np.mean(current * np.cos(x * times)) / x
    return real - 1j * imag


x_test, h_test = 0.5, 0.02
without = measured_permittivity(x_test, 0)
with_dc = measured_permittivity(x_test, s)
assert abs(without - debye(x_test)) < 1e-6
assert abs(with_dc.real - without.real) < 1e-6
assert abs(-with_dc.imag + without.imag - s / x_test) < 1e-6
driven_derivative = central_loss(
    lambda x: measured_permittivity(x, s), x_test, h_test)
# The tolerance covers the second-order finite-difference error.
assert np.isclose(driven_derivative, pi * without.imag**2 / strength,
                  rtol=1e-3)

# Heights, widths, areas, crossings and wings
peak_loss_fit = minimize_scalar(lambda u: -loss(np.exp(u)),
                                bounds=(-2, 2), method="bounded")
peak_der_fit = minimize_scalar(
    lambda u: -derivative_loss(debye, np.exp(u)),
    bounds=(-2, 2), method="bounded")
peak_loss, peak_der = -peak_loss_fit.fun, -peak_der_fit.fun
assert abs(peak_loss_fit.x) < 1e-4 and abs(peak_der_fit.x) < 1e-4
assert np.isclose(peak_loss, strength / 2, rtol=1e-6)
assert np.isclose(peak_der, pi * strength / 4, rtol=1e-6)


def half_points(curve, peak):
    return [np.exp(brentq(lambda u: curve(np.exp(u)) - peak / 2, a, b))
            for a, b in ((-5, 0), (0, 5))]


half_loss = half_points(loss, peak_loss)
half_der = half_points(lambda x: derivative_loss(debye, x), peak_der)
width_loss = np.log10(half_loss[1] / half_loss[0])
width_der = np.log10(half_der[1] / half_der[0])
assert np.allclose(half_loss, [2 - np.sqrt(3), 2 + np.sqrt(3)], rtol=1e-5)
assert np.allclose(half_der, [np.sqrt(2) - 1, np.sqrt(2) + 1], rtol=1e-5)
area_loss = quad(lambda u: loss(np.exp(u)), -25, 25,
                 points=[0], limit=200)[0]
area_der = quad(lambda u: derivative_loss(debye, np.exp(u)), -25, 25,
                points=[0], limit=200)[0]
assert np.allclose([area_loss, area_der], pi * strength / 2, rtol=1e-6)
crossings = [np.exp(brentq(
    lambda u: derivative_loss(debye, np.exp(u)) - loss(np.exp(u)), a, b))
    for a, b in ((-4, 0), (0, 4))]
root = np.sqrt(pi**2 - 4)
assert np.allclose(crossings, [(pi - root) / 2, (pi + root) / 2], rtol=1e-5)
for low, high, sign in ((0.001, 0.002, 1), (500, 1000, -1)):
    span = np.log(high / low)
    assert abs(np.log(loss(high) / loss(low)) / span - sign) < 1e-3
    slope = np.log(derivative_loss(debye, high)
                   / derivative_loss(debye, low)) / span
    assert abs(slope - 2 * sign) < 1e-3

# Broad distributions: Cole-Cole peak ratio and equal areas
cole_ratios = {}
for a in (0.8, 0.5, 0.2):
    def cole(x, exponent=a):
        return strength / (1 + (1j * x)**exponent)
    top_loss = -minimize_scalar(lambda u: cole(np.exp(u)).imag,
                                bounds=(-2, 2), method="bounded").fun
    top_der = -minimize_scalar(
        lambda u: -derivative_loss(cole, np.exp(u)),
        bounds=(-2, 2), method="bounded").fun
    cole_ratios[a] = top_der / top_loss
    assert np.isclose(cole_ratios[a], (pi * a / 2) / np.sin(pi * a / 2),
                      rtol=1e-5)
    if a == 0.5:
        areas = [quad(f, -45, 45, points=[0], limit=300)[0] for f in (
            lambda u: -cole(np.exp(u)).imag,
            lambda u: derivative_loss(cole, np.exp(u)))]
        assert np.allclose(areas, pi * strength / 2, rtol=1e-6)


# Extrema and disappearance of the measured loss peak under conduction
def total_loss(x):
    return loss(x) + s / x


loss_min = np.exp(minimize_scalar(
    lambda u: total_loss(np.exp(u)), bounds=(-3, -0.6), method="bounded").x)
loss_max = np.exp(minimize_scalar(
    lambda u: -total_loss(np.exp(u)), bounds=(-1, 1), method="bounded").x)
ratio = s / strength
extrema = [np.sqrt((1 - 2 * ratio + sign * np.sqrt(1 - 8 * ratio))
                   / (2 * (1 + ratio))) for sign in (-1, 1)]
assert np.allclose([loss_min, loss_max], extrema, rtol=1e-4)
grid = np.exp(np.linspace(-4, 4, 4001))
assert count_maxima(loss(grid) + 0.124 * strength / grid) == 1
assert count_maxima(loss(grid) + 0.126 * strength / grid) == 0
hiding_sigma_cm = const.epsilon_0 * strength / (8 * tau) / 100

# Finite log spacing and random reading noise
h_grid = np.log(10) / 10
grid_factor = central_loss(debye, 1.0, h_grid) / peak_der
assert np.isclose(grid_factor, np.tanh(h_grid) / h_grid, rtol=1e-6)
reading_noise = 0.001 * debye(1.0).real
rng = np.random.default_rng(4)
readings = rng.normal(0, reading_noise, (2, 40000))
noise_der = np.std(-pi / 2 * (readings[1] - readings[0]) / (2 * h_grid))
# The tolerance covers the statistical error of the finite sample.
assert np.isclose(noise_der, pi * reading_noise / (2 * np.sqrt(2) * h_grid),
                  rtol=0.03)

# Blocking electrodes: two Debye-length layers in series with the bulk
debye_length = np.sqrt(eps_static * const.epsilon_0 * const.k * temperature
                       / (2 * ion_density * const.e**2))


def bulk(x):
    return debye(x) - 1j * s / x


def cell(x):
    return length / ((length - 2 * debye_length) / bulk(x)
                     + 2 * debye_length / eps_static)


def electrode_excess(x):
    return derivative_loss(cell, x) - derivative_loss(bulk, x)


electrode_x = np.exp(brentq(
    lambda u: electrode_excess(np.exp(u)) - derivative_loss(bulk, np.exp(u)),
    np.log(1e-3), np.log(0.1)))
M = length / (2 * debye_length)
tau_c = const.epsilon_0 * eps_static / sigma
electrode_estimate = (eps_static * tau**2 / (strength * M * tau_c**2))**0.25
assert np.isclose(electrode_x, electrode_estimate, rtol=0.01)
omega_e = electrode_x / tau
assert np.isclose(electrode_excess(electrode_x),
                  pi * eps_static / (M * (omega_e * tau_c)**2), rtol=0.01)

# Recovery of relaxation loss and conductivity from sampled cell data
x_low = 0.1
sampled_der = central_loss(cell, x_low, h_grid)
recovered_loss = np.sqrt(strength * sampled_der / pi)
measured_loss = -cell(x_low).imag
recovered_sigma_cm = (const.epsilon_0 * x_low / tau
                      * (measured_loss - recovered_loss) / 100)
# The tolerances cover the coarse spacing of the sampled derivative.
assert np.isclose(recovered_loss, loss(x_low), rtol=0.03)
assert np.isclose(recovered_sigma_cm, sigma_cm, rtol=0.02)

# A weak faster process: resolution, and failure of the square law for sums
fast_strength, time_ratio = 1.0, 100.0


def fast(x):
    return fast_strength / (1 + 1j * x / time_ratio)


def pair(x):
    return debye(x) + fast(x)


pair_grid = np.exp(np.linspace(np.log(1e-2), np.log(1e4), 6001))
maxima_loss = count_maxima(-pair(pair_grid).imag)
maxima_der = count_maxima(derivative_loss(pair, pair_grid))
assert maxima_loss == 1 and maxima_der == 2
pair_der = derivative_loss(pair, time_ratio)
separate_squares = pi * (loss(time_ratio)**2 / strength
                         + fast(time_ratio).imag**2 / fast_strength)
square_of_sum = (pi * pair(time_ratio).imag**2
                 / (strength + fast_strength))
assert np.isclose(pair_der, separate_squares, rtol=1e-6)
assert square_of_sum < 0.5 * pair_der

# Temperature drift during the sweep, with a rough apparent activation energy
activation_ev, drift = 1.0, 0.1
activation = activation_ev * const.e


def drifting(x):
    actual_temperature = temperature + drift * np.log10(x)
    time_factor = np.exp(activation / const.k
                         * (1 / actual_temperature - 1 / temperature))
    return debye(x * time_factor)


drift_factor = derivative_loss(drifting, 1.0) / peak_der
drift_formula = 1 - activation * drift / (
    const.k * temperature**2 * np.log(10))
assert np.isclose(drift_factor, drift_formula, rtol=1e-5)

# Dipole saturation; the relative Langevin correction is y^2/15
voltage, dipole_debye = 1.0, 5.0
field = voltage / length
dipole = dipole_debye * 1e-21 / const.c
orientation = dipole * field / (const.k * temperature)
y = 0.1
langevin = 1 / np.tanh(y) - 1 / y
assert np.isclose(1 - 3 * langevin / y, y**2 / 15, rtol=0.01)
saturation = orientation**2 / 15


def show(label, value, unit="1", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}")


show("relaxation strength", strength)
show("eps_inf", eps_inf)
show("relaxation time", tau * 1e3, "ms")
show("dc conductivity", sigma_cm, "S/cm")
show("temperature", temperature, "K")
show("cell length", length * 1e6, "um")
show("free-ion density, each sign", ion_density * 1e-6, "cm^-3")
show("peak frequency", 1 / (2 * pi * tau), "Hz")
show("true loss peak", peak_loss)
show("derivative loss peak", peak_der)
show("peak height ratio", peak_der / peak_loss)
show("true loss full width", width_loss, "decades")
show("derivative loss full width", width_der, "decades")
show("area of true loss over ln omega", area_loss)
show("area of derivative loss over ln omega", area_der)
show("lower crossing omega*tau", crossings[0])
show("upper crossing omega*tau", crossings[1])
for a, value in cole_ratios.items():
    show(f"Cole-Cole peak ratio, exponent {a}", value)
show("reduced conductivity s", s)
show("s/strength", ratio)
show("measured loss minimum at omega*tau", loss_min)
show("measured loss maximum at omega*tau", loss_max)
show("conductivity that removes the maximum", hiding_sigma_cm, "S/cm")
show("log step h, ten points per decade", h_grid)
show("sampled/exact derivative peak", grid_factor)
show("omega*tau of the recovery", x_low)
show("measured loss there", measured_loss)
show("sampled derivative loss there", sampled_der)
show("recovered relaxation loss there", recovered_loss)
show("true relaxation loss there", loss(x_low))
show("recovered conductivity", recovered_sigma_cm, "S/cm")
show("Debye length", debye_length * 1e9, "nm", 3)
show("electrode term equals Debye wing at omega*tau", electrode_x, "1", 3)
show("same point as frequency", omega_e / (2 * pi), "Hz", 3)
show("fast process strength", fast_strength)
show("slow/fast relaxation time", time_ratio)
print(f"maxima in true loss of the pair: {maxima_loss} (count)")
print(f"maxima in derivative loss of the pair: {maxima_der} (count)")
show("pair derivative loss at fast peak", pair_der)
show("wrong square law for the pair there", square_of_sum)
show("reading noise in eps'", reading_noise, "1", 3)
show("resulting noise in derivative loss", noise_der, "1", 3)
show("apparent activation energy", activation_ev, "eV")
show("temperature drift per decade", drift, "K")
show("derivative peak factor from drift", drift_factor)
show("measuring field", field * 1e-8, "MV/cm", 3)
show("assumed effective dipole", dipole_debye, "D")
show("dipole energy/kT", orientation, "1", 3)
show("relative dipole saturation", saturation, "1", 3)
print("no test failed")
```

Running it gives:

```
relaxation strength: 30 1
eps_inf: 3 1
relaxation time: 1 ms
dc conductivity: 1e-10 S/cm
temperature: 170 K
cell length: 100 um
free-ion density, each sign: 1e+19 cm^-3
peak frequency: 159.15 Hz
true loss peak: 15 1
derivative loss peak: 23.562 1
peak height ratio: 1.5708 1
true loss full width: 1.1439 decades
derivative loss full width: 0.76555 decades
area of true loss over ln omega: 47.124 1
area of derivative loss over ln omega: 47.124 1
lower crossing omega*tau: 0.35943 1
upper crossing omega*tau: 2.7822 1
Cole-Cole peak ratio, exponent 0.8: 1.3213 1
Cole-Cole peak ratio, exponent 0.5: 1.1107 1
Cole-Cole peak ratio, exponent 0.2: 1.0166 1
reduced conductivity s: 1.1294 1
s/strength: 0.037647 1
measured loss minimum at omega*tau: 0.2068 1
measured loss maximum at omega*tau: 0.92108 1
conductivity that removes the maximum: 3.3203e-10 S/cm
log step h, ten points per decade: 0.23026 1
sampled/exact derivative peak: 0.98269 1
omega*tau of the recovery: 0.1 1
measured loss there: 14.264 1
sampled derivative loss there: 0.95514 1
recovered relaxation loss there: 3.0201 1
true relaxation loss there: 2.9703 1
recovered conductivity: 9.9556e-11 S/cm
Debye length: 1.16 nm
electrode term equals Debye wing at omega*tau: 0.0131 1
same point as frequency: 2.09 Hz
fast process strength: 1 1
slow/fast relaxation time: 100 1
maxima in true loss of the pair: 1 (count)
maxima in derivative loss of the pair: 2 (count)
pair derivative loss at fast peak: 0.79482 1
wrong square law for the pair there: 0.064854 1
reading noise in eps': 0.018 1
resulting noise in derivative loss: 0.0868 1
apparent activation energy: 1 eV
temperature drift per decade: 0.1 K
derivative peak factor from drift: 0.98256 1
measuring field: 0.0001 MV/cm
assumed effective dipole: 5 D
dipole energy/kT: 7.11e-05 1
relative dipole saturation: 3.37e-10 1
no test failed
```
